# When overlapping hafnia diffraction patterns determine phase fractions, and when they do not

A simulated hafnia film contains 30% tetragonal phase. When that phase is deleted from the model and everything else is refitted to noise-free counts between 27.0° and 32.5°, the deviance rises by only 0.0028. Over 24.0° to 52.0° the same deletion costs 96. The film, the step and the counting time are the same in both cases. In the narrow window the formal standard error of the tetragonal fraction is 9.8, although a fraction cannot exceed one. This note derives the refinement that yields such errors and shows how to read them.

## Model and conventions

The film contains monoclinic (m, $P2_1/c$), polar orthorhombic (o, $Pca2_1$) and tetragonal (t, $P4_2/nmc$) HfO$_2$. A reference powder of monoclinic hafnia is measured on the same instrument. Its lattice parameters are known, and its crystallite size is held at a large fixed value. The two patterns share the zero shift $\zeta$ and the Gaussian instrumental width $\sigma$.

Let $n_p$ be proportional to the number of illuminated formula units of phase $p$. A cell of volume $V_p$ holds $Z_p$ formula units, so the phase fills a volume proportional to $n_pV_p/Z_p$. Kinematic powder intensity per unit volume is proportional to $|F_h|^2L_h/V_p^2$. The product is
$$I_{ph}\propto n_p\frac{|F_h|^2L_h}{Z_pV_p},\qquad L=\frac{1+\cos^2 2\theta}{\sin^2\theta\cos\theta},$$
summed over equivalent reflections. All phases have the same chemical formula, so $w_p=n_p/N$, with $N=\sum_q n_q$, is also the weight fraction of the crystalline part. Amorphous material is not counted.

In atomic units the model form factor is $Z/(1+q^2R^2)$ with $R=Z^{-1/3}$, the transform of a screened Coulomb atom. Absorption and texture are left out of the fitted model. The illuminated volume is taken to be the same at all angles, as for a thin film at fixed incidence. In a symmetric scan with fixed slits, the illuminated volume of a thin film falls as $1/\sin\theta$, and its $L$ must be multiplied by that factor.

For a phase with isotropic strain $e$, Bragg's law gives $\sin\theta=s_0/(1+e)$, where $s_0=\lambda/2d_0$. Differentiation gives
$$\cos\theta\,\theta_e=-\frac{s_0}{(1+e)^2}=-\frac{\sin\theta}{1+e},\qquad \theta_e=-\frac{\tan\theta}{1+e}.$$
A line is centred at $2\theta+\zeta$. Crystallites of apparent size $D$, common to the film's phases, add a Lorentzian half-width
$$\gamma=\frac{0.9\,\lambda}{2D\cos\theta}.$$
Angles are in radians in these formulas. Each pattern also has a linear background.

## Profile and derivatives

The convolution of the Gaussian and the Lorentzian is the Voigt function
$$V(x)=\frac{\operatorname{Re}w(z)}{\sigma\sqrt{2\pi}},\qquad z=\frac{x+i\gamma}{\sigma\sqrt2},\qquad w(z)=e^{-z^2}\operatorname{erfc}(-iz).$$
The derivative of $\operatorname{erfc}(-iz)$ is $(2i/\sqrt\pi)e^{z^2}$, so
$$w'=-2zw+\frac{2i}{\sqrt\pi}.$$
Since $z_x=1/(\sigma\sqrt2)$, $z_\gamma=i/(\sigma\sqrt2)$ and $z_\sigma=-z/\sigma$, the chain rule gives
$$V_x=\frac{\operatorname{Re}w'}{2\sigma^2\sqrt\pi},\qquad V_\gamma=-\frac{\operatorname{Im}w'}{2\sigma^2\sqrt\pi},\qquad V_\sigma=-\frac V\sigma-\frac{\operatorname{Re}(zw')}{\sigma^2\sqrt{2\pi}}.$$
One evaluation of $w$ per line and data point therefore supplies the profile and all its derivatives. Strain moves the line and also changes its width through $\gamma_\theta=\gamma\tan\theta$:
$$\frac{\partial f}{\partial e}=n\sum_h I_h\left(-2V_x+V_\gamma\,\gamma\tan\theta\right)\theta_e ,$$
where $I_h$ is now the line strength per unit amount. It is evaluated at the unstrained angle, which neglects a small strain dependence.

## Refinement and covariance

Let $f_i(p)$ be the expected count at point $i$ and $J_{ij}=\partial f_i/\partial p_j$. Up to a constant, the Poisson log-likelihood is $\ell=\sum_i(y_i\ln f_i-f_i)$. Its gradient is
$$\frac{\partial\ell}{\partial p_j}=\sum_i\left(\frac{y_i}{f_i}-1\right)J_{ij}=[J^TW(y-f)]_j,\qquad W=\operatorname{diag}(1/f_i).$$
Differentiating again and averaging over $y$ removes the terms proportional to $y-f$ and leaves $-J^TWJ$. Newton's method with this averaged curvature is Fisher scoring:
$$\delta p=(J^TWJ)^{-1}J^TW(y-f).$$
Near the true parameters this step is also the estimation error. Independent Poisson counts have covariance $W^{-1}$, so
$$C=(J^TWJ)^{-1}J^TW\,W^{-1}\,WJ(J^TWJ)^{-1}=(J^TWJ)^{-1}.$$
This covariance is local. It requires a correct model and errors small enough for $f$ to be linear across them.

```
input: film counts, reference counts, start p
compute f, J for both patterns; stack the rows
repeat
    A = J / sqrt(f);  r = (y - f) / sqrt(f)
    scale the columns of A to unit length
    solve min |A s - r| by orthogonal factorization
    undo the scaling to obtain dp
    if |A dp|^2 (unscaled A) is negligible: stop
    halve dp until widths and counts are positive
        and the deviance does not rise
    p = p + dp; recompute f, J
C = inverse of A^T A, from the SVD of scaled A
Cw = G Cn G^T; report its errors and softest direction
refit without each doubtful phase
```

The deviance is $2\sum_i[y_i\ln(y_i/f_i)-y_i+f_i]$, with the logarithmic term set to zero at $y_i=0$.

For $M$ data points, $L$ lines and $P$ parameters, an iteration costs $O(ML)$ profile evaluations and $O(MP^2)$ operations for the least-squares solution. A step that has to be halved needs further profile evaluations.

## What makes a parameter identifiable

Let $a_j$ be a column of $A=W^{1/2}J$ and let $B$ hold the other columns. The block-inverse formula gives
$$\frac1{C_{jj}}=a_j^Ta_j-a_j^TB(B^TB)^{-1}B^Ta_j=\|(1-P_B)a_j\|^2,$$
because $P_B=B(B^TB)^{-1}B^T$ projects onto the span of $B$. If $\varphi_j$ is the angle between $a_j$ and that span,
$$\operatorname{var}(p_j)=\frac1{\|a_j\|^2\sin^2\varphi_j}.$$
The factor $1/\|a_j\|$ is the error with every other parameter fixed, and $1/\sin\varphi_j$ is the inflation caused by refining them. If $\varphi_j=0$, a change in $p_j$ can be undone to first order by the others, and longer counting does not remove that degeneracy.

For the amount of t in the film with 8 nm crystallites, the inflation is 1532 in the narrow window and 6.5 in the wide one. The first value corresponds to an angle of $1/1532\approx6.5\times10^{-4}$ rad. The column is not exactly dependent, but almost all of its signal can be imitated.

## What the shared instrument can contribute

Let $u$ be the film's private parameters, $s=(\zeta,\sigma)$ the shared ones and $r$ the private parameters of the reference. Write $F$ and $R$ for the information matrices of the film and the reference. Eliminating $r$ leaves the reference's information on the instrument,
$$K=R_{ss}-R_{sr}R_{rr}^{-1}R_{rs}.$$
Adding $K$ to $F_{ss}$ and eliminating $s$ gives the information on the film parameters:
$$F_{\rm eff}=F_{uu}-F_{us}(F_{ss}+K)^{-1}F_{su}.$$
With $K=0$ this is the film refined alone. As $K$ grows without bound, the subtraction vanishes and $F_{uu}$ remains, which is the case of a perfectly known instrument. Since $K$ is positive semidefinite, joint refinement lies between these limits. A separate calibration carries the same local information if the full $2\times2$ covariance of $\zeta$ and $\sigma$ is passed on. Here the reference correlates the two by only 0.005, so the two variances alone give the same t error to the digits shown.

In the wide window the t error is 0.0330 for the film alone, 0.0323 with the reference and 0.0323 with the instrument known. Calibration has reached its limit to the digits shown. If the lattice parameters are also known, the joint error falls to 0.0279. In the narrow window a perfectly known instrument leaves the error at 9.8. The missing information concerns the phases, not the diffractometer.

## Closure must not be mistaken for overlap

From $w_i=n_i/N$,
$$G_{ij}=\frac{\partial w_i}{\partial n_j}=\frac{\delta_{ij}-w_i}{N},\qquad C_w=GC_nG^T,$$
where $C_n$ is the block of $C$ belonging to the amounts. Every column of $G$ sums to zero because $\sum_iw_i=1$. Hence $C_w$ has the null vector $(1,1,1)$ however good the data are. With two phases, $\delta w_1=-\delta w_2$, and any nonzero errors have correlation $-1$. That value carries no evidence about overlap.

Three phases need similar care. Since $w_o+w_t=1-w_m$,
$$\rho_{ot}=\frac{\sigma_m^2-\sigma_o^2-\sigma_t^2}{2\sigma_o\sigma_t},$$
where the $\sigma_p$ are here standard errors of the fractions. For 20 nm crystallites in the wide window the errors of m, o and t are 0.0042, 0.0136 and 0.0137, which gives $\rho_{ot}\approx-0.95$. Yet t is well resolved, since twice its error is only 0.027. The useful quantities are the absolute errors and the eigenvector of $C_w$ with the largest eigenvalue.

In the narrow window at 8 nm that eigenvector is $(0.009,-0.712,0.702)$ in the order m, o, t. It exchanges o for t, and its components can be traced. The strongest o and t lines have strengths 1.000 and 1.080 per unit amount. Keeping the main peak constant while adding one unit of t requires removing 1.080 units of o. With $N=1$ as the unit of amount, the total changes by $-0.080$, and $\delta w_i=\delta n_i-w_i\sum_j\delta n_j$ gives
$$\delta w=(0.016,\,-1.040,\,1.024).$$
Normalized, this is $(0.011,-0.713,0.702)$, close to the computed direction. The estimate keeps $n_m$ fixed, whereas the full refinement lets every parameter respond.

## Why a small separation is so costly

Two Gaussian peaks of unit area and equal width show the mechanism. Place them at $-\delta/2$ and $+\delta/2$, with refined areas $A_1$ and $A_2$ and white noise of unit density. For $\delta\ll\sigma$,
$$g_{1,2}=g\pm\frac\delta2g'+\frac{\delta^2}8g''\pm\frac{\delta^3}{48}g'''+\cdots .$$
The error of $A_1$ is the inverse norm of the part of $g_1$ that the other columns cannot reproduce.

**Known positions.** The other column is $g_2$, and
$$g_1-g_2=\delta g'+\frac{\delta^3}{24}g'''+\cdots .$$
The leading term is orthogonal to $g$ by parity, so the error varies as $\delta^{-1}$.

**A free common shift.** Apart from its sign, the shift adds the column
$$h=A_1g_1'+A_2g_2'=Sg'+\frac{\Delta\delta}{2}g''+\frac{S\delta^2}{8}g'''+\cdots,$$
with $S=A_1+A_2$ and $\Delta=A_1-A_2$. Subtracting $(\delta/S)h$ cancels $g'$:
$$g_1-g_2-\frac\delta Sh=-\frac{\Delta}{2S}\delta^2g''-\frac{\delta^3}{12}g'''+\cdots .$$
The second coefficient is $1/24-1/8=-1/12$. For unequal areas the error varies as $\delta^{-2}$. For equal areas the first term vanishes and the error varies as $\delta^{-3}$.

**Two free positions.** Now $g_1'$ and $g_2'$ are separate columns, and
$$g_1-g_2-\frac\delta2(g_1'+g_2')=-\frac{\delta^3}{12}g'''+\cdots .$$
The difference $g_1'-g_2'$ also supplies $g''$, so the error varies as $\delta^{-3}$ for any pair of nonzero areas.

The prefactors follow from Fourier space. There $|\hat g|^2=e^{-\kappa^2\sigma^2}$, a Gaussian weight in $\kappa$ with variance $v=1/(2\sigma^2)$, and $\|g\|^2=N_g=1/(2\sqrt\pi\,\sigma)$. Its second, fourth and sixth moments are $v$, $3v^2$ and $15v^3$. Removing the projections onto lower derivatives gives
$$\|g'\|^2=vN_g,\qquad \|g''_\perp\|^2=(3v^2-v^2)N_g=2v^2N_g,$$
$$\|g'''_\perp\|^2=\left(15v^3-\frac{(3v^2)^2}{v}\right)N_g=6v^3N_g.$$
All three leading errors can therefore be written
$$\operatorname{err}(A_1)=\frac1{c_k\delta^k\sqrt{k!\,v^kN_g}},\qquad c_1=1,\quad c_2=\frac{|\Delta|}{2S},\quad c_3=\frac1{12},$$
where $k=2$ requires unequal areas. Explicit projection for areas 3 and 1, comparing $\delta=0.05\sigma$ with $0.10\sigma$, gives powers 0.999, 2.002 and 3.001.

In this model, calibrating the zero gains a power of $\delta$ when the areas are unequal and the line positions are otherwise known. It gains none when both positions are free, because they already absorb a common shift.

In the film, the strongest o and t lines lie at 30.349° and 30.286°. Their separation is 0.063°, while size broadening alone has a full width of 1.029°. The ratio is 0.061, so these two lines alone are in the regime of the expansion. If o and t keep only their lines inside the narrow window, the t error is 22 and rises to about 200 when the separation is reduced to 0.030°, close to $\delta^{-3}$. The full model does not follow this law at such small separations. The Lorentzian tails of o and t reflections outside the window lower the error to 9.8 and let it rise only to 11 at 0.030°. The value 9.8 therefore rests partly on the far tails of the assumed profile.

## Reading the example

The true m, o and t fractions are 0.20, 0.50 and 0.30. The pattern has a maximum of 1734 counts and a step of 0.10°. I call t resolved when twice its standard error is below its value; this is a working criterion, not a theorem.

For 8 nm crystallites in the narrow window, the errors of m, o and t are 0.13, 9.9 and 9.8. The last two are not usable error bars. They say that the linear approximation extends far beyond the physical range $0\le w\le1$, and that these data do not determine the division between o and t. Reducing the t error to 0.05 by counting alone would require a factor
$$\left(\frac{9.7784}{0.05}\right)^2\approx3.8\times10^4$$
in time, even with a perfect model.

In the wide window the errors are 0.008, 0.032 and 0.032, so t is resolved. The additional reflections break the near-equivalence. For instance, the o cell has axes 5.24, 5.01 and 5.05 Å and hence three distinct half-axis spacings, 2.62, 2.505 and 2.525 Å. The corresponding t spacings are $5.20/2=2.60$ Å and $3.58/\sqrt2=2.53$ Å. An isotropic strain cannot turn one set into the other. How much of the gain comes from these lines and how much from others was not separated.

Deleting t is a check outside the linear approximation. A quadratic estimate of the deviance rise is $(w_t/\sigma_t)^2$. In the wide window it gives $(0.30/0.0323)^2\approx86$, against the computed 96. In the narrow window it gives $9.4\times10^{-4}$, against $2.8\times10^{-3}$. The quadratic form is inaccurate there, but both numbers are far below one. These are noise-free rises, not significance levels. At $w_t=0$ the fraction lies on a boundary and the strain of t has no effect, so the usual chi-squared law cannot be assumed.

With phase amounts, instrument and wide window held fixed, crystallite sizes of 5, 8, 12 and 20 nm give t errors of 0.057, 0.032, 0.021 and 0.014. For one isolated Lorentzian on a dominant flat background, the information on its area is proportional to $\int L^2dx=1/(2\pi\gamma)$, so the error would vary as $D^{-1/2}$. From 5 to 20 nm it would halve, whereas here it falls by a factor of 4.2. The simple estimate ignores overlap, the other refined parameters, instrumental width and peak noise; their separate effects were not computed.

At 20 nm, 150 noisy refinements gave sampled errors of 0.0039, 0.0129 and 0.0132 for m, o and t. The covariance predicts 0.0042, 0.0136 and 0.0137. A separate fit from a displaced start returned 0.198, 0.498 and 0.304. Its deviance was 634 for 548 degrees of freedom. The nominal spread is $\sqrt{2\times548}\approx33$, so this is high by 2.6 spreads. The fractions agree with the truth within their errors. In a simulation the excess can be traced: the true parameters themselves give a deviance of 645 for these counts, and a fit started from them returns to 634 with the same fractions. The excess is therefore a fluctuation of the counts, not a sign that the displaced start ended at a poorer stationary point. With measured data the truth is unknown, and several starting points are needed instead.

## Real films

The example is in the regime of a hafnia capacitor layer roughly 10 nm thick, with rough typical cells and atomic positions. The narrow-window result depends strongly on those cells, because they fix the 0.063° separation of the main lines. If t is compressed isotropically by 1.3%, so that its line lies 0.35° above the o line, the narrow-window t error falls to 0.14 and deleting t costs 4.7; at 0.45° the values are 0.067 and 13. The error of 9.8 describes nearly coincident main lines, not every hafnia film. The model contains no electrode or substrate lines. At the wavelength used here, 1.5406 Å, a TiN electrode with a cubic cell of 4.24 Å has lines near 36.7° and 42.6°. Both lie in the wide window and must be modelled or excluded. Real layers can be textured and anisotropically strained, and their phases need not share one crystallite size. For the 8 nm wide-window fit, the first-order bias of $w_t$ is:

- $-0.030$ if the o(002) line is 30% stronger than modelled;
- $-0.032$ for an omitted thermal parameter $B=0.5$ Å$^2$;
- $-0.053$ if t crystallites are 20% smaller than the common size;
- $-0.054$ if the o $a$-axis alone is 0.3% longer;
- $+0.011$ if Hf scatters as if it had 5 fewer electrons.

Two of these exceed the statistical error of 0.032, and two more are close to it. A resolved fraction is therefore not necessarily an accurate one. Nor does a small covariance show that the list of candidate phases is complete. If an o fraction is to be compared with remanent polarization, these biases and any amorphous part belong in its uncertainty. The polarization also depends on grain orientation and on how much of the o phase switches, neither of which this fit measures.

## Stability and failure modes

Forming $J^TWJ$ squares the condition number of $A$. Orthogonal factorization of the column-scaled matrix avoids this for the step, and its singular values expose near-dependence before the covariance is formed. Discarding small singular values would hide the problem: the soft direction would then receive a small reported variance because it had been removed, not because it had been measured.

If the soft direction exchanges o and t, there are three honest responses. One can report only $w_o+w_t=1-w_m$, provided its own error is acceptable; add reflections that distinguish the phases; or impose independently known lattice parameters together with their uncertainty. The last response demands accurate values: in the narrow window at 8 nm, an uncertainty of 0.02%, 0.05% or 0.1% on each isotropic strain gives a t error of 0.095, 0.16 or 0.29, and only the first resolves t. Fixing a lattice parameter at a guessed value also shrinks the covariance, but it converts the missing information into bias.

A nonlinear fit can also stop at a local optimum. When an amount approaches zero, its strain column vanishes as well, and the local covariance fails even if the total pattern is well fitted. Refitting without that phase, and from several starts, is then more informative than the error bar. The remaining computed values are in the numerical output.

## Calculated quantities

```
wavelength = 1.5406 angstrom; Scherrer factor = 0.9
m: a,b,c = 5.12,5.17,5.29 angstrom; beta = 99.2 deg; Hf coordination = 7
m: strongest line 2theta = 28.357 deg; relative strength = 0.486
o: a,b,c = 5.24,5.01,5.05 angstrom; beta = 90.0 deg; Hf coordination = 7
o: strongest line 2theta = 30.349 deg; relative strength = 1.000
t: a,b,c = 3.58,3.58,5.20 angstrom; beta = 90.0 deg; Hf coordination = 8
t: strongest line 2theta = 30.286 deg; relative strength = 1.080
8 nm size FWHM at main o line = 1.029 deg
zero shift = 0.050 deg; instrumental Gaussian sigma = 0.100 deg
true fractions m,o,t = [0.2 0.5 0.3]
total amount = 3000 count deg; film maximum = 1734 counts
narrow window = 27.0 to 32.5 deg; wide = 24.0 to 52.0 deg; step = 0.10 deg
8 nm narrow: standard errors m,o,t = 0.1284, 9.9063, 9.7784
8 nm narrow: t error inflation = 1532.3; t resolved = False
8 nm narrow: counting-time factor for t error 0.05 = 3.82e+04
8 nm narrow: deviance rise without t = 0.002757
8 nm wide: standard errors m,o,t = 0.0078, 0.0315, 0.0323
8 nm wide: t error inflation = 6.5; t resolved = True
8 nm wide: counting-time factor for t error 0.05 = 0.418
8 nm wide: deviance rise without t = 96.35
narrow soft direction m,o,t = [ 0.009 -0.712  0.702]
narrow, instrument known: t standard error = 9.7784
8 nm wide, film alone: t standard error = 0.0330
8 nm wide, joint with reference: t standard error = 0.0323
8 nm wide, instrument known: t standard error = 0.0323
8 nm wide, joint, lattices known: t standard error = 0.0279
wide joint, crystallite size 5 nm: t standard error = 0.0573
wide joint, crystallite size 8 nm: t standard error = 0.0323
wide joint, crystallite size 12 nm: t standard error = 0.0212
wide joint, crystallite size 20 nm: t standard error = 0.0137
overlap error powers (known, common shift, both free) = [0.999 2.002 3.001]
20 nm refined fractions m,o,t = [0.1984 0.4976 0.304 ]
20 nm refined zero = 0.0503 deg; sigma = 0.1007 deg; size = 19.67 nm
20 nm deviance = 633.9; data minus parameters = 548
20 nm predicted errors m,o,t = [0.0042 0.0136 0.0137]
20 nm sampled errors m,o,t = [0.0039 0.0129 0.0132] from 150 fits
20 nm o-t correlation: predicted = -0.952; sampled = -0.954
first-order bias, o(002) line 30% stronger: m,o,t = +0.0034, +0.0263, -0.0297
first-order bias, thermal B = 0.5 angstrom^2: m,o,t = -0.0019, +0.0336, -0.0317
first-order bias, t crystallites 20% smaller: m,o,t = +0.0146, +0.0384, -0.0530
first-order bias, o a-axis 0.3% longer: m,o,t = -0.0019, +0.0562, -0.0543
first-order bias, Hf scattering 5 electrons less: m,o,t = -0.0015, -0.0093, +0.0108
```
